# Additive diffusion into a through-silicon via with wall adsorption

## Problem

Copper superfilling of a through-silicon via relies on additives that make deposition faster at the floor than at the mouth. During plating the via is a blind hole, and an additive that starts in the bath must diffuse down it. On the way, some of it is taken up by the walls.

Consider a cylindrical via of depth $L=100$ µm and radius $R=5$ µm. It is already filled with electrolyte that contains no additive, and its walls are clean. At $t=0$ the mouth is brought to the additive concentration $c_0$ and held there. No current flows yet. Use these round model parameters for a large, slowly diffusing additive:

- diffusion coefficient $D=1.0\times10^{-10}$ m²/s;
- mouth concentration $c_0=0.020$ mol/m³;
- Langmuir adsorption, $\Gamma(c)=\Gamma_m Kc/(1+Kc)$, with saturation coverage $\Gamma_m=2.0\times10^{-7}$ mol/m² and $K=500$ m³/mol.

(a) Find the mean time for the additive to reach the floor, and separate the part caused by adsorption.

(b) Find how the delay depends on bath concentration and via radius.

(c) When does the floor concentration pass 10, 50 and 90 % of $c_0$?

(d) Estimate the arrival time from a sharp adsorption front, and compare.

(e) What changes if adsorption is slow?

## Solution

### The balance in a slice

Let $c(x,t)$ be the dissolved concentration at distance $x$ from the mouth, and $\Gamma$ the adsorbed amount per unit wall area. We take $c$ as uniform over each cross-section. Radial mixing takes a time of order $R^2/D=0.25$ s, which will prove short compared with the filling time. We also assume that there is no convection and that the additive is neither consumed nor buried in growing metal.

A slice of thickness $dx$ holds liquid of volume $\pi R^2dx$ and has wall area $2\pi R\,dx$. Its total content changes by the difference between the diffusive flows through its two faces:

$$
\frac{\partial}{\partial t}\left(\pi R^2c+2\pi R\,\Gamma\right)dx=\pi R^2D\,\frac{\partial^2c}{\partial x^2}\,dx .
$$

Division by $\pi R^2dx$ gives

$$
\frac{\partial c}{\partial t}+\frac{2}{R}\frac{\partial\Gamma}{\partial t}=D\frac{\partial^2c}{\partial x^2}. \tag{1}
$$

The mouth condition is $c(0,t)=c_0$. The floor adsorbs too, so the flux that reaches it equals its rate of uptake:

$$
-D\left.\frac{\partial c}{\partial x}\right|_{x=L}=\left.\frac{\partial\Gamma}{\partial t}\right|_{x=L}. \tag{2}
$$

### (a) The mean arrival time

"The time to reach the floor" needs a definition, because diffusion delivers the additive gradually. We use

$$
\tau=\int_0^\infty\left[1-\frac{c(L,t)}{c_0}\right]dt , \tag{3}
$$

the area between the rising curve $c(L,t)/c_0$ and its final value 1. If the curve were a sudden step at time $t_1$, the area would be $t_1$. For a curve that rises steadily from 0 to 1, integration by parts turns (3) into $\int t\,d(c/c_0)$, the average of the time weighted by the rise that occurs then.

This choice allows equation (1) to be integrated without solving it. Define

$$
u(x)=\int_0^\infty\left[c_0-c(x,t)\right]dt ,\qquad \tau=\frac{u(L)}{c_0}.
$$

Differentiating twice with respect to $x$ gives $u''=-\int_0^\infty(\partial^2c/\partial x^2)\,dt$. Now integrate (1) over all time. On the left, $c$ rises from 0 to $c_0$ and $\Gamma$ from 0 to its final value $\Gamma_0=\Gamma(c_0)$. The right side becomes $-Du''$. Therefore

$$
Du''=-\left(c_0+\frac{2\Gamma_0}{R}\right). \tag{4}
$$

Since $u'=-\int_0^\infty(\partial c/\partial x)\,dt$, the time integral of (2) is $Du'(L)=\Gamma_0$. The fixed mouth concentration gives $u(0)=0$.

Integrate (4) from $x$ to $L$:

$$
Du'(x)=\Gamma_0+\left(c_0+\frac{2\Gamma_0}{R}\right)(L-x). \tag{5}
$$

This has a direct meaning. The left side is the total amount that ever crosses unit area at depth $x$, and the right side is the amount finally stored below that depth. A second integration, from 0 to $L$, gives

$$
Du(L)=\Gamma_0L+\left(c_0+\frac{2\Gamma_0}{R}\right)\frac{L^2}{2},
$$

and division by $Dc_0$ gives the result:

$$
\boxed{\;\tau=\frac{L^2}{2D}+\frac{\Gamma_0L^2}{RDc_0}+\frac{\Gamma_0L}{Dc_0}\;} \tag{6}
$$

The first term is free diffusion, the second the delay from the side wall, and the third the delay from the floor. Each has the unit of time, since $\Gamma_0/c_0$ is a length: the thickness of a layer of bath that holds as much additive as the wall beneath it.

For the given data $Kc_0=500\times0.020=10$, so

$$
\Gamma_0=2.0\times10^{-7}\times\frac{10}{11}=1.82\times10^{-7}\ \text{mol/m}^2,
$$

and $\Gamma_0/c_0=9.09\times10^{-6}$ m. With $L^2/D=(10^{-4})^2/10^{-10}=100$ s, the three terms are

$$
\frac{L^2}{2D}=50\ \text{s},
$$

$$
\frac{\Gamma_0}{c_0R}\,\frac{L^2}{D}=\frac{9.09\times10^{-6}}{5\times10^{-6}}\times100\ \text{s}=182\ \text{s},
$$

$$
\frac{\Gamma_0}{c_0}\,\frac{L}{D}=9.09\times10^{-6}\times\frac{10^{-4}}{10^{-10}}\ \text{s}=9\ \text{s}.
$$

The mean arrival time is 241 s, or 4.0 min, of which adsorption causes 191 s. The time is 4.8 times that of free diffusion. It is also about a thousand times the radial mixing time, as the model requires.

A numerical solution of (1) and (2) with the Langmuir isotherm, integrated over time as in (3), was tested against (6). The two agree within the required relative difference of $10^{-4}$, both here and for the other cases in the table below.

### (b) Concentration and radius

The ratio of the side-wall delay to the free diffusion time is

$$
\beta=\frac{2\Gamma_0}{Rc_0}. \tag{7}
$$

It is also the ratio of adsorbed to dissolved additive in a filled slice, because $2\pi R\,\Gamma_0/(\pi R^2c_0)=\beta$. Here $\beta=3.64$: the wall finally holds almost four times as much as the liquid next to it, and all of that must come through the mouth.

The floor term equals the side-wall term times $R/L$, so the whole adsorption delay is

$$
\tau_{\rm ads}=\frac{L^2}{2D}\,\beta\left(1+\frac RL\right). \tag{8}
$$

For the Langmuir isotherm $\Gamma_0/c_0=\Gamma_mK/(1+Kc_0)$, and hence

$$
\tau_{\rm ads}=\frac{\Gamma_mK}{1+Kc_0}\,\frac LD\left(\frac LR+1\right). \tag{9}
$$

There are two regimes. When $Kc_0\gg1$, the wall is nearly saturated at the end. Its demand is then almost fixed while the supply grows with $c_0$, so the delay falls as $1/c_0$. When $Kc_0\ll1$, demand and supply both grow in proportion to $c_0$, and the delay reaches a ceiling that does not depend on concentration.

The table applies (8) with $L$, $D$, $\Gamma_m$ and $K$ unchanged. The free diffusion time is 50 s in every row.

| $c_0$ (mol/m³) | $R$ (µm) | $Kc_0$ | $\beta$ | $\tau_{\rm ads}$ (s) | $\tau$ (s) |
|---|---|---|---|---|---|
| 0.002 | 5 | 1 | 20 | 1050 | 1100 |
| 0.020 | 5 | 10 | 3.64 | 191 | 241 |
| 0.200 | 5 | 100 | 0.40 | 21 | 71 |
| 0.020 | 10 | 10 | 1.82 | 100 | 150 |

From the second row to the third, the concentration rises tenfold and the delay falls by a factor $101/11=9.2$, close to the saturated limit. From the first row to the second the factor is $11/2=5.5$, because the final coverage still rises noticeably. The first row has $Kc_0=1$, so its delay is half the dilute ceiling, which is therefore 2100 s.

Doubling the radius halves the side-wall delay, from 182 to 91 s, but leaves the floor term at 9 s. The total therefore falls to 100 s, slightly more than half of 191 s.

### (c) Times to reach a given concentration

The mean time is not the time at which a chosen concentration is reached. Without adsorption, the full curve can be found. Let $w=1-c/c_0$. It obeys $\partial w/\partial t=D\,\partial^2w/\partial x^2$ with $w=0$ at the mouth, $\partial w/\partial x=0$ at the floor and $w=1$ at the start. The functions $\sin k_nx$ with $k_n=(2n+1)\pi/(2L)$ satisfy both boundary conditions, and each decays as $\exp(-Dk_n^2t)$. The starting value fixes their coefficients:

$$
b_n=\frac2L\int_0^L\sin k_nx\,dx=\frac{2}{Lk_n}=\frac{4}{(2n+1)\pi},
$$

where $\cos k_nL=0$ was used. At the floor $\sin k_nL=(-1)^n$, so

$$
\frac{c(L,t)}{c_0}=1-\frac4\pi\sum_{n=0}^\infty\frac{(-1)^n}{2n+1}\exp\left[-\frac{(2n+1)^2\pi^2Dt}{4L^2}\right]. \tag{10}
$$

At late times the first term suffices. Setting $c/c_0=p$ and solving for the time gives

$$
t_p\approx\frac{4L^2}{\pi^2D}\ln\frac{4}{\pi(1-p)} .
$$

For $p=0.9$ this is $40.5\ \text{s}\times\ln12.7=103$ s.

With adsorption the balance is nonlinear, and the times come from the numerical solution with local equilibrium:

| Floor concentration | No adsorption (s) | With adsorption (s) |
|---|---|---|
| 10 % of $c_0$ | 13 | 166 |
| 50 % of $c_0$ | 38 | 230 |
| 90 % of $c_0$ | 103 | 330 |

Adsorption does not simply stretch the curve in time. The 10 % time grows by a factor of almost 13, the 90 % time by a factor of 3.2. The first additive to enter is caught by bare wall, so the floor sees little for more than two minutes. The rise from 10 to 90 % then takes 165 s, about as long as the wait before it. Without adsorption this rise takes 90 s, about seven times the wait of 13 s.

### (d) The sharp-front estimate

Suppose that adsorption is fast and so strong that the wall fills to $\Gamma_0$ even at a very low concentration. The via then divides at a front $s(t)$. Above it the wall is full; below it the wall is bare and the liquid contains no additive. Behind the front $\Gamma$ is constant, so (1) reduces to ordinary diffusion, with $c(0,t)=c_0$ and $c(s,t)=0$. The solution with $s=2\lambda\sqrt{Dt}$ is

$$
c=c_0\left[1-\frac{\operatorname{erf}\left(x/2\sqrt{Dt}\right)}{\operatorname{erf}\lambda}\right].
$$

While the front advances by $ds$, the arriving additive must cover the area $2\pi R\,ds$. Thus $\pi R^2(-D\,\partial c/\partial x)\,dt=2\pi R\,\Gamma_0\,ds$, or

$$
-D\left.\frac{\partial c}{\partial x}\right|_{x=s}=\frac{2\Gamma_0}{R}\frac{ds}{dt}.
$$

The derivative of the error function makes the left side $c_0\sqrt{D/(\pi t)}\,e^{-\lambda^2}/\operatorname{erf}\lambda$. On the right, $ds/dt=\lambda\sqrt{D/t}$. The time cancels, which confirms the assumed form of $s$, and leaves

$$
\sqrt\pi\,\lambda\,e^{\lambda^2}\operatorname{erf}\lambda=\frac1\beta ,\qquad t_{\rm front}=\frac{L^2}{4\lambda^2D}. \tag{11}
$$

For large $\beta$, $\lambda$ is small. With $\operatorname{erf}\lambda\approx(2/\sqrt\pi)(\lambda-\lambda^3/3)$ and $e^{\lambda^2}\approx1+\lambda^2$, the left side becomes $2\lambda^2(1+2\lambda^2/3)$. Hence

$$
\frac{1}{4\lambda^2}\approx\frac\beta2\left(1+\frac{2\lambda^2}{3}\right)\approx\frac\beta2+\frac16 ,
$$

where $\lambda^2\approx1/(2\beta)$ was inserted in the correction. So

$$
t_{\rm front}\approx\frac{L^2}{D}\left(\frac\beta2+\frac16\right). \tag{12}
$$

The leading term is the side-wall delay in (6). The numerical root of (11) is $\lambda=0.355$, which gives 198 s; the expansion (12) gives 199 s.

The mean time without the floor term is $(L^2/D)(\beta/2+1/2)$, which exceeds (12) by $L^2/(3D)$. This is the time needed to fill the liquid after the front has arrived. For large $\beta$ the concentration at that moment falls almost linearly, so the missing fraction is $x/L$. Let $v(x)$ be its integral over the remaining time. As in (4), $Dv''=-x/L$, with $v(0)=0$ and $v'(L)=0$. Integrating once gives $Dv'=(L^2-x^2)/(2L)$, and once more gives $v(L)=L^2/(3D)$.

The front law was tested at half depth for strong binding, $Kc_0=1000$, with the same $\Gamma_0$. It predicts 49.5 s; the solution of (1) gives 49.0 s when converged (49.1 s on a grid of 0.5 µm cells). The front is then only about 0.7 µm wide, much less than $R$, so the concentration near it would not be uniform over the cross-section. This comparison tests the front law against equation (1), not against a real via.

At the given $Kc_0=10$ the front is less sharp. The numerical solution has the floor at half its final coverage after 161 s, so the front estimate of 198 s is 23 % too long relative to that value. The neglected floor uptake cannot be the cause, since leaving out a sink shortens the estimate. The main cause is the closed end of the via. In an endless via with the same isotherm, the wall at depth $L$ reaches half its final coverage after 192 s, close to the estimate. Closing the via at $L$ without floor uptake lowers this to 154 s, and floor uptake raises it again to 161 s. A front of finite width has a dilute leading edge, which reaches the floor early. There it cannot diffuse any further, so additive accumulates and the coverage rises sooner than it would at the same depth in a longer via. Little is needed: half the final coverage means $\Gamma/\Gamma_m=5/11$, hence $Kc=5/6$ and $c=c_0/12$. A perfectly sharp front has no leading edge, so the estimate misses this effect.

### (e) Slow adsorption

The derivation of (6) used the initial and final coverage, but no relation between $\Gamma$ and $c$ in between. For given $\Gamma_0$, the mean time is therefore independent of the shape of the isotherm and of the adsorption rate, provided that the via finally reaches equilibrium with $c_0$ and the integral converges.

Take Langmuir kinetics for $\theta=\Gamma/\Gamma_m$,

$$
\frac{\partial\theta}{\partial t}=k_d\left[Kc(1-\theta)-\theta\right],
$$

with $k_d=1.0\times10^{-4}$ s⁻¹. The numerical solution again gives $\tau=241$ s, as tested, but the floor liquid now reaches half of $c_0$ after 42 s instead of 230 s. This is close to the 38 s without adsorption. The additive passes the walls before they can take it up, and the slow uptake that follows holds the concentration below $c_0$ for a long time. The early rise and the long tail balance in the mean.

The coverage tells a different story. Even at the full concentration $c_0$, $\theta$ approaches its final value at the rate $k_d(1+Kc_0)=1.1\times10^{-3}$ s⁻¹. Half the final coverage thus takes at least $\ln2/(1.1\times10^{-3}\ \text{s}^{-1})=630$ s. If the additive acts through its adsorbed layer, the time to build up this coverage is what matters, and $\tau$ would be misleading.

## Where the estimate fails

**Depletion outside the mouth.** Suppose that a stagnant layer of thickness $\ell$ and the same cross-section separates the mouth from the bath, and neglect storage in it. The mouth flux is then $D[c_0-c(0,t)]/\ell$, whose time integral gives $u(0)=\ell u'(0)$ instead of zero. With (5), $\tau$ grows by

$$
\Delta\tau=\frac{\ell}{D}\left[L(1+\beta)+\frac{\Gamma_0}{c_0}\right].
$$

For the given data the bracket is $464+9=473$ µm, so each micrometre of layer adds 4.7 s. A layer of 10 µm would add 47 s. This holds only for a layer confined to the cross-section of the via. On a wafer the layer extends far beyond the mouth, and additive also arrives from the side. For an isolated via with a uniform flux over the mouth, and with storage in the layer and uptake by the surrounding surface neglected, a 10 µm layer acts like $\ell\approx3.4$ µm and adds about 16 s. The effective $\ell$ cannot exceed $8R/(3\pi)\approx4.2$ µm, which corresponds to about 20 s.

**Rough walls.** $\Gamma$ was counted per area of a smooth cylinder. If the real area is larger by a factor $f$ everywhere, $\Gamma_0$ is replaced by $f\Gamma_0$, and both adsorption terms grow by $f$.

**Plating during the filling.** If the additive is consumed at the walls, the floor concentration settles below $c_0$. The integrand in (3) then does not vanish at late times and $\tau$ has no finite value. The steady profile must be found instead, from diffusion balanced against consumption.

Within these limits, the example shows what a wait before plating does. If this additive slows deposition and adsorbs quickly, the floor has less than half its final coverage for the first 161 s. A start well within that time finds a strong difference between mouth and floor. After 330 s the floor liquid is at 90 % of $c_0$, so $Kc=9$ there and the coverage is $(9/10)/(10/11)=99$ % of its final value. A later start finds almost no difference at first. Consumption of the additive during plating can then build up a new one, which this model does not describe.

## Calculated quantities

```
Depth L = 100 um, radius R = 5 um
Diffusion coefficient D = 1.0e-10 m^2/s
Mouth concentration c0 = 0.020 mol/m^3
Saturation coverage Gm = 2.00e-07 mol/m^2
Wall area per molecule at saturation = 8.30 nm^2
Langmuir constant K = 500 m^3/mol, K c0 = 10.0
Final coverage G0 = 1.8182e-07 mol/m^2
Adsorbed/dissolved ratio beta = 3.636
Radial mixing time R^2/D = 0.25 s
Diffusion scale L^2/D = 100.0 s
Free diffusion mean time = 50.0 s
Side-wall delay = 181.8 s
Floor delay = 9.09 s
Total adsorption delay = 190.9 s
Mean arrival time tau, formula = 240.91 s = 4.02 min
Mean arrival time tau, simulation = 240.91 s
Ratio tau / free diffusion time = 4.82
Floor at 10 % of c0: no adsorption 13.0 s, with adsorption 165.6 s
Floor at 50 % of c0: no adsorption 37.9 s, with adsorption 229.8 s
Floor at 90 % of c0: no adsorption 103.1 s, with adsorption 330.2 s
Floor at half its final coverage = 161.2 s
Slow kinetics: desorption rate constant = 1.0e-04 1/s
Slow kinetics: tau, simulation = 240.91 s
Slow kinetics: floor at 50 % of c0 after 42.2 s
Front parameter lambda = 0.3554
Front arrival at floor, numerical root = 197.9 s
Front arrival at floor, expansion = 198.5 s
Front at half depth, law = 49.48 s
Front at half depth, simulation at K c0 = 1000: 49.14 s
R = 5 um, c0 = 0.002 mol/m^3: adsorption delay 1050.0 s, tau 1100.0 s, simulated 1100.0 s
R = 5 um, c0 = 0.200 mol/m^3: adsorption delay 20.8 s, tau 70.8 s, simulated 70.8 s
R = 10 um, c0 = 0.020 mol/m^3: adsorption delay 100.0 s, tau 150.0 s, simulated 150.0 s
```
